# Why diffusion Monte Carlo energies at finite time step are not upper bounds

**The argument under review**

The author reports diffusion Monte Carlo (DMC) energies at a single time step $\tau$ and reasons as follows. "Fixed-node DMC is variational. Our energies are therefore upper bounds to the ground-state energy, whatever the time step. A finite $\tau$ can only raise them, so the lower of two results is the better one. The mixed and growth estimators agree closely, which confirms that the time-step error is small."

The first sentence is true of exact projection. Does the bound survive when the projection is carried out in steps of finite length? I examine this for models in which the time-step error can be isolated. I use Hartree atomic units with mass 1, a real trial function $\psi_T$, and an unlimited walker population unless a simulation is mentioned.

**What the variational theorem covers**

Exact projection within the nodal pockets of $\psi_T$ yields the lowest eigenfunction compatible with those nodes. This function is itself an admissible trial function, so its energy $E_{FN}$ satisfies $E_{FN}\ge E_0$. The finite-step algorithm examined here does something else. With drift $v=\psi_T'/\psi_T$ and local energy $E_L=H\psi_T/\psi_T$, it repeats the step

$$x'=x+\tau v(x)+\sqrt{\tau}\,\chi,\qquad \text{weight}=e^{-\tau[\theta E_L(x')+(1-\theta)E_L(x)]},$$

where $\chi$ is a standard normal number. The symmetric choice is $\theta=1/2$. I include no accept/reject step. Let $f$ be the density reproduced by this step up to a factor $\Lambda$, the growth of the total weight. The two estimators are

$$E_{g}=-\frac{\ln\Lambda}{\tau},\qquad E_{mix}=\frac{\int fE_L\,dx}{\int f\,dx}.$$

Writing $f=\psi_T\Phi$ gives

$$E_{mix}=\frac{\int\Phi\,H\psi_T\,dx}{\int\Phi\,\psi_T\,dx}.$$

This is not the Rayleigh quotient $\langle\Phi|H|\Phi\rangle/\langle\Phi|\Phi\rangle$, to which the variational principle applies. If $\Phi$ is an eigenfunction of $H$, moving $H$ onto $\Phi$ gives its eigenvalue. At finite $\tau$, $\Phi$ is in general not an eigenfunction, and the protection is gone. Whether the bound then actually fails needs a calculation.

**A case that can be solved at finite τ**

Take $V=x^2/2$, so $E_0=1/2$, and $\psi_T=e^{-ax^2/2}$ with $a>0$. There are no nodes, hence $E_{FN}=E_0$. From $\psi_T''=(a^2x^2-a)\psi_T$,

$$E_L=\frac a2+bx^2,\qquad b=\frac{1-a^2}{2},\qquad v=-ax.$$

The drift takes $x$ to $cx$, with $c=1-a\tau$. Try $f=e^{-px^2/2}$. The old-point weight changes the precision $p$ to $q=p+2\tau b(1-\theta)$. Completing the square in the move gives

$$\int\frac{dx}{\sqrt{2\pi\tau}}\,e^{-(x'-cx)^2/2\tau-qx^2/2}
=\frac{1}{\sqrt{c^2+\tau q}}\exp\!\left[-\frac{x'^2}{2}\,\frac{q}{c^2+\tau q}\right],$$

because $\frac1\tau\left(1-\frac{c^2}{c^2+\tau q}\right)=\frac{q}{c^2+\tau q}$. The new-point weight adds $2\tau b\theta$ to the precision. Requiring the result to equal $p=q-2\tau b(1-\theta)$ gives

$$q-2\tau b=\frac{q}{c^2+\tau q}
\;\Rightarrow\;
\tau q^2+(c^2-1-2\tau^2b)q-2\tau bc^2=0 .$$

The parameter $\theta$ has dropped out. The constant $a/2$ in $E_L$ contributes $e^{-\tau a/2}$ to $\Lambda$, and $\int fx^2/\int f=1/p$, so

$$E_g=\frac a2+\frac{\ln(c^2+\tau q)}{2\tau},\qquad E_{mix}=\frac a2+\frac bp .$$

These formulas need a real root and positive $q$ and $p$, which hold in all cases below. For $a>1$ both roots can be positive, and the larger one is used throughout. One step maps $q$ to $q/(c^2+\tau q)+2\tau b$, with slope $c^2/(c^2+\tau q)^2$. At $a=1.4$ and $\tau=0.2$ the roots are $q=1.9624$ and $0.2536$, with slopes 0.625 and 1.60. The larger root attracts nearby Gaussians and the smaller one repels them.

For small $\tau$, insert $c$ and $b$ and divide the quadratic by $\tau$:

$$q^2+[-2a+(2a^2-1)\tau]q-(1-a^2)(1-a\tau)^2=0 .$$

At order zero, $(q_0-a)^2=1$. The larger root $q_0=1+a$ makes $\Phi=e^{-x^2/2}$, the ground state; the other would make $\Phi$ grow as $e^{+x^2/2}$. At order one, since $2q_0-2a=2$,

$$2q_1=-(2a^2-1)(1+a)-2a(1-a^2)=(1+a)(1-2a).$$

Now $c^2+\tau q=1+\tau(1-a)+\tau^2(a^2+q_1)+\dots$, and $\ln(1+z)=z-z^2/2+\dots$ gives

$$E_g=\frac12+\frac\tau2\left[a^2+\frac{1-a-2a^2}{2}-\frac{(1-a)^2}{2}\right]+\dots
=\frac12+\frac{a(1-a)}4\tau+O(\tau^2).$$

For the mixed estimator, $p=1+a+\tau[q_1-(1-a^2)(1-\theta)]+\dots$. Expanding $b/p$, with $b/(1+a)=(1-a)/2$,

$$E_{mix}=\frac12+\frac{(1-a)\tau}{2}\left[(1-a)(1-\theta)-\frac{1-2a}{2}\right]+O(\tau^2).$$

At $\theta=1/2$ the bracket is $a/2$, and the slope is $a(1-a)/4$, the same as for growth. It is positive for $0<a<1$ and negative for $a>1$. For this move, with symmetric weights and no accept/reject step, a trial function that is too broad gives energies that are too high at small $\tau$; one that is too narrow gives energies below $E_0$. At $a=1$ the local energy is constant and neither estimator has a bias.

**Numbers for both signs**

With symmetric weights and $\tau=0.2$ hartree$^{-1}$:

| $a$ | $E_g$ (hartree) | $E_{mix}$ (hartree) |
|---|---|---|
| 0.3 | 0.5101 | 0.5095 |
| 1.4 | 0.4666 | 0.4668 |

The exact value is 0.5. For $a=1.4$ the linear term predicts a bias of $-0.1400\times0.2=-0.028$ hartree; the full biases are $-0.0334$ (growth) and $-0.0332$ hartree (mixed), or $-908$ and $-903$ meV. The remainder is of higher order in $\tau$. A stochastic run with 10000 walkers gave $0.46635\pm0.00017$ and $0.46654\pm0.00016$ hartree, so the violation is far outside the statistical error.

The variational principle itself is intact. Here $\Phi=e^{-\alpha x^2/2}$ with $\alpha=p-a=0.6584$. Its mean kinetic energy is $\alpha/4$ and its mean potential energy $1/(4\alpha)$, so its Rayleigh quotient is

$$\frac{0.6584}{4}+\frac{1}{4\times0.6584}=0.5443\ \text{hartree},$$

above $E_0$ as it must be. The mixed estimator for the same $\Phi$ is $0.7-0.48/2.0584=0.4668$ hartree. DMC reports the second number, not the first.

These numbers also dispose of the author's consistency check. At $a=1.4$ the two estimators differ by only 0.0002 hartree while both are wrong by 0.033 hartree.

**How the two estimators are related**

Their close agreement has a reason that is not special to the oscillator. Let $w=e^{-\tau E_L}$, and let $g(x'|x)$ be the drift-diffusion move. The one-step kernel is

$$K_\theta=w(x')^\theta g(x'|x)w(x)^{1-\theta}=w(x')^\theta K_0(x'|x)\,w(x)^{-\theta}.$$

This is a similarity transformation, so $\Lambda$ does not depend on $\theta$, while $f_\theta\propto w^\theta f_0$. Denote by $\langle\cdot\rangle_0$ the average over $f_0$. Then

$$E_{mix}(\theta)=\frac{\langle E_Le^{-\theta\tau E_L}\rangle_0}{\langle e^{-\theta\tau E_L}\rangle_0}
=-\frac1\tau\frac{d}{d\theta}\ln\langle e^{-\theta\tau E_L}\rangle_0 .$$

If the move loses no walkers, $\int g\,dx'=1$. Integrating $K_0f_0=\Lambda f_0$ over $x'$ then gives $\Lambda=\langle e^{-\tau E_L}\rangle_0$. Integrating the previous equation over $\theta$ therefore yields

$$E_g=\int_0^1E_{mix}(\theta)\,d\theta .$$

The growth energy is the average of the mixed energies over all placements of the weight, provided these averages exist. A second derivative of the logarithm gives $dE_{mix}/d\theta=-\tau\,\mathrm{Var}_{f_\theta}(E_L)\le0$. When the moments of $E_L$ stay finite as $\tau\to0$,

$$E_{mix}(\theta)=E_g-\tau\left(\theta-\tfrac12\right)\mathrm{Var}_f(E_L)+O(\tau^2),$$

since the linear term averages to zero about $\theta=1/2$. Symmetric weights thus make the estimators share their first-order error; they do not remove it.

For $a=0.3$ and $\tau=0.2$, the mixed energies at $\theta=0,\,1/2,\,1$ are 0.53734, 0.50949 and 0.48538 hartree. Simpson's rule for their average gives

$$\frac{0.53734+4\times0.50949+0.48538}{6}=0.5101\ \text{hartree},$$

which is the growth energy. With all the weight at the new point, the same simulation has a growth energy too high by 0.0101 hartree (275 meV) and a mixed energy too low by 0.0146 hartree (398 meV). The formula for $E_{mix}$ gives the slope $(1-a)(2a-1)/4$ at $\theta=1$, so for small $\tau$ such opposite signs occur whenever $0<a<1/2$.

The relation was also tested for $V=x^2/2+0.1x^4$ with $a=1$. At $\tau=0.01$, the shift of the mixed energy from $\theta=1/2$ to $\theta=1$, divided by $\tau$, is $-0.01698$, against $-\mathrm{Var}(E_L)/2=-0.01704$ hartree$^2$.

**Where the linear error comes from**

For the growth energy of the oscillator, and hence for the symmetric mixed energy, it comes from the finite-step form of the drift-diffusion move, in which both the contraction $c$ and the noise variance are approximate. For $\theta\ne1/2$ the mixed energy keeps in addition the term $-\tau(\theta-\tfrac12)\mathrm{Var}_f(E_L)$ found above. Replace the whole move by the exact solution of $dx=-ax\,dt+dW$, for which $c=e^{-a\tau}$ and the noise variance is $s=(1-c^2)/(2a)$ instead of $\tau$. The Gaussian calculation is unchanged apart from $\tau q\to sq$ in the move:

$$(q-2\tau b)(c^2+sq)=q .$$

Divide by $s$ and use $c^2-1=-2as$ and $\tau c^2/s=2a\tau/(e^{2a\tau}-1)=1-a\tau+a^2\tau^2/3+\dots$. Completing the square, with $a^2+2b=1$,

$$(q-a-\tau b)^2=1+\tau^2\left(b^2+\tfrac23a^2b\right)+\dots$$

The linear terms $+2ab\tau$ and $-2ab\tau$ have cancelled. Hence $q=Q+\tau b+\tau^2k+\dots$, with $Q=1+a$ and $k=b^2/2+a^2b/3$. Since $c^2+sq=q/(q-2\tau b)$, expanding the logarithm gives

$$E_g=\frac a2-\frac{1}{2\tau}\ln\!\left(1-\frac{2\tau b}{q}\right)
=\frac a2+\frac bq+\frac{\tau b^2}{q^2}+\frac{4\tau^2b^3}{3q^3}+\dots$$

Inserting $q$, the order-$\tau$ terms are $-b^2/Q^2+b^2/Q^2=0$. The order-$\tau^2$ terms are

$$-\frac{bk}{Q^2}+\frac{b^3}{Q^3}-\frac{2b^3}{Q^3}+\frac{4b^3}{3Q^3}
=\frac{b^2}{Q^2}\left[\frac{b}{3Q}-\frac b2-\frac{a^2}{3}\right]=-\frac{(1-a^2)^2}{48},$$

where $b/Q=(1-a)/2$ makes the bracket $-(1+a)^2/12$. At $\tau=0.2$ the growth bias shrinks to $-0.0007$ hartree for $a=0.3$ and $-0.0008$ hartree for $a=1.4$. It is now negative in both cases.

**A bound in the opposite direction**

Without a guiding function ($\psi_T=1$) there is no drift and $E_L=V$. Let $V$ be continuous and bounded below, let $T$ be the kinetic energy, and set $X=e^{-\tau V}$, $Y=e^{-\tau T}$. The symmetric step is $X^{1/2}YX^{1/2}$, and its largest spectral value is $\Lambda(\tau)=\|X^{1/2}Y^{1/2}\|^2$. For half the time step, with $\rho$ the spectral radius and $\rho(AB)=\rho(BA)$,

$$\Lambda(\tau/2)=\rho(X^{1/4}Y^{1/2}X^{1/4})=\rho(X^{1/2}Y^{1/2})\le\|X^{1/2}Y^{1/2}\|=\Lambda(\tau)^{1/2}.$$

Taking $-(2/\tau)\ln$ of both sides gives $E_g(\tau/2)\ge E_g(\tau)$. Under repeated halving, the product of steps converges to $e^{-\tau H}$ by the Trotter formula. The norm of this limit cannot exceed the limit of the norms, which decrease from $\Lambda(\tau)$. Hence $e^{-\tau E_0}\le\Lambda(\tau)$, that is,

$$E_g(\tau)\le E_0 .$$

In this setting the growth energy is a lower bound at every $\tau$, the reverse of the author's claim. For $V=x^4/4$, with $E_0=0.4208$ hartree, it is 0.4143, 0.4191 and 0.4204 hartree at $\tau=0.4$, 0.2 and 0.1.

**What a node can add**

Let $\psi_T=xe^{-x^2/2}$ on $x>0$, the exact lowest odd state of the oscillator. Then $E_L=3/2$ everywhere, and the mixed energy is free of bias for any walker density. The drift $v=1/x-x$ diverges at the node, so I use the limited drift $\bar v=2v/(1+\sqrt{1+2v^2\tau})$, for which $\tau|\bar v|<\sqrt{2\tau}$. Walkers that cross $x=0$ are killed. If a fraction $P$ crosses per step, $\Lambda=e^{-3\tau/2}(1-P)$ and

$$E_g=\frac32-\frac{\ln(1-P)}{\tau}>\frac32 .$$

Walkers are now lost in the move, so the averaging relation above no longer applies. Near the node put $x=\sqrt\tau\,u$ and $v\approx1/x$. The mean new position is then $\sqrt{\tau}\sqrt{u^2+2}$, and $\tau$ disappears from the scaled problem. The density outside this layer is proportional to $x^2=\tau u^2$, and the layer has width of order $\sqrt\tau$. This scaling argument gives $P\propto\tau^{3/2}$ and a growth bias proportional to $\sqrt\tau$ at leading order. The computed biases are $+0.0409$, $+0.0217$ and $+0.0112$ hartree at $\tau=0.04$, 0.01 and 0.0025. The last two have the ratio 1.95, against 2 for a pure square root. A straight-line extrapolation in $\tau$ would be wrong here.

**What the author should change**

The claim of an upper bound must be reserved for the limit $\tau\to0$, with statistical and population errors also under control. The energies should be computed at several time steps and extrapolated with a power of $\tau$ that the data support. Two trial functions should be ranked after that extrapolation, since the lower energy at fixed $\tau$ may simply carry the more negative bias. The coefficients depend on the move: for the oscillator the exact drift-diffusion step removed the linear term of the growth energy and of the symmetric mixed energy. An accept/reject step, which was not examined here, can change them too, so the sign must be established for the algorithm actually used. The numerical check covers the models above, not the author's own system.

## Table of computed values

```
Oscillator: exact E0 = 0.500000 hartree
Symmetric weights (theta = 0.5), energies in hartree:
  a=0.3 tau=0.05/hartree growth 0.502603 mixed 0.502567
  a=0.3 tau=0.10/hartree growth 0.505159 mixed 0.505010
  a=0.3 tau=0.20/hartree growth 0.510112 mixed 0.509491
  a=1.0 tau=0.05/hartree growth 0.500000 mixed 0.500000
  a=1.0 tau=0.10/hartree growth 0.500000 mixed 0.500000
  a=1.0 tau=0.20/hartree growth 0.500000 mixed 0.500000
  a=1.4 tau=0.05/hartree growth 0.492711 mixed 0.492718
  a=1.4 tau=0.10/hartree growth 0.484789 mixed 0.484822
  a=1.4 tau=0.20/hartree growth 0.466640 mixed 0.466809
Linear bias coefficients, hartree^2:
  a=0.3 growth and symmetric mixed +0.0525
        mixed: end weights -0.0700, start weights +0.1750
  a=1.4 growth and symmetric mixed -0.1400
        mixed: end weights -0.1800, start weights -0.1000
Same growth energy, different mixed energies, a=0.3, tau=0.2:
  theta=0.0 growth 0.510112 mixed 0.537340 hartree
  theta=0.5 growth 0.510112 mixed 0.509491 hartree
  theta=1.0 growth 0.510112 mixed 0.485378 hartree
Main biases at tau=0.2:
  a=1.4 theta=0.5 growth -0.033360 hartree = -907.8 meV
  a=1.4 theta=0.5 mixed -0.033191 hartree = -903.2 meV
  a=0.3 theta=1.0 growth +0.010112 hartree = +275.2 meV
  a=0.3 theta=1.0 mixed -0.014622 hartree = -397.9 meV
Phi at a=1.4, tau=0.2: exponent 0.6584, Rayleigh quotient 0.5443 hartree
Stochastic runs, tau=0.2, 10000 walkers, 3000 steps, hartree:
  a=1.4 theta=0.5 growth 0.46635 +- 0.00017 mixed 0.46654 +- 0.00016
  a=0.3 theta=1.0 growth 0.51017 +- 0.00018 mixed 0.48543 +- 0.00016
Exact drift-diffusion step, tau=0.2: growth bias, hartree:
  a=0.3 bias -0.000687, quadratic coefficient -0.01725 hartree^3
  a=1.4 bias -0.000769, quadratic coefficient -0.01920 hartree^3
V=x^2/2+0.1x^4, a=1, tau=0.01: (mixed_end-mixed_sym)/tau = -0.01698
  -Var(E_L)/2 = -0.01704 hartree^2; |growth-mixed_sym| ratio on halving tau 4.11
Unguided DMC, V=x^4/4: E0 = 0.420805 hartree
  tau=0.4/hartree growth 0.414341 hartree
  tau=0.2/hartree growth 0.419081 hartree
  tau=0.1/hartree growth 0.420366 hartree
Node at x=0, exact trial function: mixed energy 3/2 hartree
  tau=0.0400/hartree crossing prob. 1.634e-03 growth bias +0.040879 hartree
  tau=0.0100/hartree crossing prob. 2.175e-04 growth bias +0.021749 hartree
  tau=0.0025/hartree crossing prob. 2.790e-05 growth bias +0.011159 hartree
  growth-bias ratio for tau 0.01 to 0.0025: 1.949
```
